\section*{Overlapping Fourier Tiles for Large-Mask Lithography Images}

\section{The decision: how much of each tile to throw away}

When a mask is too large for one Fourier transform, its image must be computed in pieces. If each piece is imaged on its own and the results are pasted together, someone has to decide how many pixels to discard around each piece. Too few leave false intensity at the seams, which a later mask correction would treat as a printing error. Too many waste computing time. For convolution kernels cut off at $R$ pixels, a border of $R$ pixels suffices, and a narrower one fails in general.

The simplest design cuts the mask into abutting squares, images each by FFT and pastes the results together. On the example below, with tiles of 128 pixels, its largest intensity error is 0.48 of the clear-field intensity. To see where this error comes from, we first need the image as a sum of convolutions.

\section{The image as a sum of squared convolutions}

Take a scalar, thin-mask model in focus. The mask transmission $m$ is constant on square pixels of side $p$ and zero outside the field; lengths are at wafer scale. The pupil passes spatial frequencies up to $a=\mathrm{NA}/\lambda$. Its amplitude response is
\begin{align}
h(r)&=\int_{|\mathbf q|\le a}e^{2\pi i\mathbf q\cdot\mathbf r}\,d^2q
=2\pi\int_0^a J_0(2\pi qr)\,q\,dq \nonumber\\
&=\frac{1}{2\pi r^2}\int_0^{2\pi ar}vJ_0(v)\,dv
=\frac{a\,J_1(2\pi ar)}{r}.
\end{align}
The angular integral gives $2\pi J_0$, the substitution is $v=2\pi qr$, and the last step uses $(vJ_1)'=vJ_0$.

A source point of frequency $\mathbf f_s$ illuminates the mask with $e^{2\pi i\mathbf f_s\cdot\mathbf x'}$. The image field is
\begin{align}
E_s(\mathbf x)&=\int h(|\mathbf x-\mathbf x'|)\,m(\mathbf x')\,e^{2\pi i\mathbf f_s\cdot\mathbf x'}d^2x' \nonumber\\
&=e^{2\pi i\mathbf f_s\cdot\mathbf x}\int h_s(\mathbf x-\mathbf x')\,m(\mathbf x')\,d^2x',
\end{align}
with $h_s(\mathbf u)=h(|\mathbf u|)e^{-2\pi i\mathbf f_s\cdot\mathbf u}$. The phase in front disappears from the intensity. The spectrum of $h_s$ is the pupil function $P(\mathbf f+\mathbf f_s)$. For a clear mask only $\mathbf f=0$ matters, and $P(\mathbf f_s)=1$ because the source lies inside the pupil. Clear-field intensity is therefore 1 before any truncation.

Since $m$ is constant on each pixel, the integral at a pixel centre is a discrete sum with cell-integrated weights:
\begin{equation}
K_s[\mathbf n]=\int_{\rm cell}h_s(p\mathbf n+\mathbf v)\,d^2v,\qquad
I[\mathbf i]=\frac1S\sum_{s=1}^{S}\Big|\sum_{\mathbf n}K_s[\mathbf n]\,m[\mathbf i-\mathbf n]\Big|^2 .
\end{equation}
The $S$ source points have equal weight. No sampling error has entered for this pixelated mask.

Now set $K_s[\mathbf n]=0$ when $|n_x|>R$ or $|n_y|>R$. This changes the model, and its cost is measured separately below. Collect the remaining weights in a matrix $A_{s\mathbf n}=K_s[\mathbf n]/\sqrt S$, and let $\mu_{\mathbf n}=m[\mathbf i-\mathbf n]$ be the mask seen from pixel $\mathbf i$. With the singular value decomposition $A=UDV^\dagger$,
\begin{equation}
I[\mathbf i]=\|A\mu\|^2=\|DV^\dagger\mu\|^2
=\sum_k d_k^2\,|(V^\dagger\mu)_k|^2
=\sum_k|(\phi_k*m)[\mathbf i]|^2,
\end{equation}
where $\phi_k[\mathbf n]=d_k(V^\dagger)_{k\mathbf n}$. The matrix $U$ drops out because it preserves length. Every $\phi_k$ has the same window as the truncated $K_s$, so the decomposition does not widen the border.

Keeping the $K$ largest terms removes a non-negative intensity. Because the rows of $V^\dagger$ are orthonormal,
\begin{equation}
0\le\sum_{k>K}d_k^2|(V^\dagger\mu)_k|^2\le d_{K+1}^2\sum_{k>K}|(V^\dagger\mu)_k|^2\le d_{K+1}^2\|\mu\|^2 .
\label{loss}
\end{equation}

\section{What the Fourier transform does at a tile edge}

Work along one axis. A tile holds $t[0],\dots,t[N-1]$, with $N>2R$ so that all taps fit. Place $\phi[n]$ at position $n$ modulo $N$, multiply the two discrete transforms, and transform back:
\begin{align}
y[j]&=\frac1N\sum_{q=0}^{N-1}e^{2\pi iqj/N}
\sum_{n=-R}^{R}\phi[n]e^{-2\pi iqn/N}\sum_{l=0}^{N-1}t[l]e^{-2\pi iql/N}\nonumber\\
&=\sum_{n=-R}^{R}\sum_{l=0}^{N-1}\phi[n]\,t[l]\;\frac1N\sum_{q=0}^{N-1}e^{2\pi iq(j-n-l)/N}\nonumber\\
&=\sum_{n=-R}^{R}\phi[n]\,t[(j-n)\bmod N].
\label{circ}
\end{align}
The sum over $q$, divided by $N$, is 1 when $l=j-n$ modulo $N$ and 0 otherwise. The FFT thus treats the tile as one period of a repeating mask. Near the left edge, the kernel reads data from the right edge.

A small case shows the damage. Take the taps $(1,2,3,2,1)$, so $R=2$, and the tile $(3,0,1,2,0,1,1,2)$, cut from a line whose preceding entry is 1. At $j=1$ the true result is
\begin{equation*}
1\cdot1+2\cdot3+3\cdot0+2\cdot1+1\cdot2=11 .
\end{equation*}
The FFT replaces the preceding entry 1 by the tile's last entry 2 and returns 12. At $j=2$ all five entries lie inside the tile, and both methods give $3+0+3+4+0=10$. Over the whole tile, the linear result is $(14,11,10,9,8,9,9,12)$ and the circular one is $(15,12,10,9,8,9,12,15)$. Two entries are wrong at each end, and the four in the middle agree.

\section{The repair}

Zeros placed around each abutting tile would stop the wrap-around, but they would also replace neighbouring mask features by darkness. Such tiles give the exact image only if their overlapping complex fields are added, kernel by kernel, before squaring. For each tile to give finished intensities on its own, the border must contain the true mask. Let a core begin at pixel $c$, and load
\begin{equation}
t[j]=m[c-R+j],\qquad 0\le j\le N-1 .
\end{equation}
If $R\le j\le N-1-R$, then for every tap $-R\le n\le R$
\begin{equation}
0\le j-R\le j-n\le j+R\le N-1 .
\end{equation}
The modulo operation in (\ref{circ}) then does nothing, and
\begin{equation}
y[j]=\sum_{n=-R}^{R}\phi[n]\,m[(c-R+j)-n]=(\phi*m)[c-R+j].
\end{equation}
The retained outputs are pixels $c$ to $c+N-2R-1$. Cores of side $C=N-2R$ placed next to each other therefore cover the field without gap or double counting. In two dimensions the same inequality holds for each index separately. Squaring and summing over $k$ act at one pixel at a time, so they need no further border. In exact arithmetic, the stitched image equals the full-field sum with the same truncated kernels, for any $N>2R$.

Suppose that a smaller border $b<R$ is used, with the tile starting at $c-b$. Provided $j+R\le N-1$, so that only the left side wraps, the field error at $j<R$ is
\begin{equation}
\Delta[j]=\sum_{n=j+1}^{R}\phi[n]\big(t[N+j-n]-m[c-b+j-n]\big).
\label{err}
\end{equation}
It vanishes if the wrapped data happen to match the true data, or if the terms cancel, but a general mask gives no such protection. For $b=R-1$ the first retained output has one bad term, weighted by the outermost tap. This is why a border that is one pixel short can produce a small error that is easy to overlook.

The procedure is:
\begin{enumerate}
\item Compute the $\phi_k$ on their window of $(2R+1)^2$ pixels, put their centres at index zero of an $N\times N$ array, and transform them once.
\item Surround the field with zeros, here the true dark surroundings, and load each core with $R$ pixels of mask on every side.
\item Transform the tile, multiply by each kernel transform, transform back, and add the squared moduli.
\item Discard $R$ pixels on every side and write the core into the image.
\end{enumerate}

\section{A worked field}

Take $\lambda=193$ nm and $\mathrm{NA}=0.85$, so $\lambda/\mathrm{NA}=227$ nm. The source fills 0.6 of the pupil radius and is represented by 29 points on a square grid. The field is $220\times180$ pixels of 20 nm, or $4.4\times3.6$ $\mu$m. It contains eight clear trenches 120 nm wide at 240 nm pitch, a single 120 nm trench, a pad, an L-shaped trench and two contacts. The single trench is called isolated below, although the pad lies 500 nm to its side. We choose $R=32$ pixels (640 nm), $N=128$ and 12 kernels. The core is $128-64=64$ pixels wide, so the field needs $4\times3=12$ tiles.

The reference is an explicit real-space sum over all $65^2=4225$ taps of each kernel, without any Fourier transform. The largest difference from the stitched image is $2\times10^{-15}$ of the clear-field intensity. Tiles of 150 pixels, which put the seams elsewhere, agree equally well. In row 90 a seam separates columns 63 and 64 (counted from zero). The intensities there are 0.1286 and 0.0595 in both images, so this step belongs to the optical image and is not a stitching fault.

With $N$ held at 128, borders of 31, 16 and 0 pixels give largest intensity errors of $7\times10^{-4}$, $1\times10^{-2}$ and 0.48. The first value shows how little one missing pixel may reveal when the check is a visual one.

Dropping 17 of the 29 kernels lowers the intensity by at most 0.005 on this mask. The largest value of the bound in (\ref{loss}) is 0.15, so the bound is safe but loose here. The kept kernels carry 96.9\% of $\sum_kd_k^2$. That sum is the mean intensity for uncorrelated pixels of zero mean and unit variance, so the missing 3.1\% is not a prediction of the error on this patterned mask.

\section{Choosing the tile size}

The 12 tiles compute $12\times128^2$ pixels for $220\times180$ kept pixels, a ratio of 4.96. On a very large field the ratio would approach $(N/C)^2=4$; the rest comes from partly filled tiles at the field boundary.

If the FFT work per tile scales as $N^2\ln N$, the work per kept pixel scales as
\begin{equation}
g(N)=\frac{N^2\ln N}{(N-2R)^2}.
\end{equation}
It diverges as $N\to2R$, where nearly everything is discarded, and grows as $\ln N$ for very large tiles. Between them lies the minimum:
\begin{align}
0=\frac{d\ln g}{dN}&=\frac2N+\frac1{N\ln N}-\frac2{N-2R}\nonumber\\
\Rightarrow\quad (2\ln N+1)(N-2R)&=2N\ln N\nonumber\\
\Rightarrow\quad N&=2R\,(2\ln N+1).
\end{align}
The second line follows on multiplying by $N(N-2R)\ln N$. At $N=128$ the right side of the last line is about 685, so $g$ is still falling there. Solving the equation for $R=32$ puts the minimum near $N=940$. This tile was chosen to place several seams in a small field, not for speed. The estimate assumes a very large field and ignores memory limits and the uneven speed of FFT lengths.

\section{Two ways to lose the equality again}

\subsection{Sampling the pupil on the tile grid}

It is tempting to skip the spatial kernel and multiply the tile spectrum by the shifted pupil and the transform of one square pixel (a sinc factor per axis), both sampled at the tile's own frequencies. The untruncated weights $K_s[\mathbf n]$ are samples of $h_s$ convolved with the pixel square. The spectrum of $h_s$ ends at $1.6a=0.007$ nm$^{-1}$, below the sampling limit $1/(2p)=0.025$ nm$^{-1}$, so no aliasing occurs and this product is exactly the transform of those weights. Along one axis, write it as $\hat K(f)=\sum_nK[n]e^{-2\pi ifn}$, with $f$ in cycles per pixel. Formally, the inverse transform of its samples is
\begin{align}
\frac1N\sum_{q=0}^{N-1}\hat K(q/N)e^{2\pi iqn/N}
&=\sum_{n'}K[n']\,\frac1N\sum_{q=0}^{N-1}e^{2\pi iq(n-n')/N}\nonumber\\
&=\sum_{l=-\infty}^{\infty}K[n+lN].
\end{align}
This is the untruncated kernel folded into the tile. It generally fills all $N$ positions, so a border of $R$ no longer isolates the core, and the kernel itself depends on $N$. With the border held at 32 pixels, changing the tile from 128 to 150 pixels changes this image by up to 0.066. The truncated kernels gave the same image for both sizes to rounding error.

\subsection{Adding a step that looks at neighbours}

Let the intensity be blurred by a filter of radius $B$, as a simple model of diffusion in the resist. The tile intensity is correct for $R\le j\le N-1-R$. A blurred value at $j$ uses $j-B$ to $j+B$, so it is correct for
\begin{equation}
R+B\le j\le N-1-R-B .
\end{equation}
If each tile is blurred before its border is discarded, the border must grow to $R+B$. For a Gaussian of standard deviation 20 nm cut off at $B=4$ pixels, this border reproduces the blurred direct image to $2\times10^{-15}$, compared at least 4 pixels inside the field. Keeping the old border gives an error of $3\times10^{-4}$. Blurring the finished stitched image instead needs no wider tile border.

The same reasoning covers a mask model, evaluated tile by tile, in which the transmitted field at a pixel depends on geometry within $D$ pixels. That field is correct only $D$ pixels inside the tile, so the optical image needs a border of $R+D$.

\section{Correct stitching does not justify the kernel radius}

The equality says nothing about the error made by truncating the kernels. For large $v$, $|J_1(v)|\simeq\sqrt{2/(\pi v)}\,|\cos(v-3\pi/4)|$, so the envelope of $|h|$ falls as $r^{-3/2}$. Replacing $|\cos|$ by its mean $2/\pi$ gives
\begin{align}
\int_{r_1<r<r_2}|h|\,d^2r&=2\pi a\int_{r_1}^{r_2}|J_1(2\pi ar)|\,dr
=\int_{v_1}^{v_2}|J_1(v)|\,dv\nonumber\\
&\simeq\frac4\pi\sqrt{\frac2\pi}\left(\sqrt{v_2}-\sqrt{v_1}\right),\qquad v=2\pi ar .
\end{align}
Between 800 and 3200 nm this predicts 4.78; the summed cell weights give 4.69. The integral has no limit as $r_2\to\infty$. The simplest error bound, the absolute tail times the largest transmission, is therefore infinite for an unbounded mask, and truncation has to be judged on actual patterns.

The table compares truncated images, with all 29 kernels, against an image that uses every offset available in the finite field. Widths are taken at a fixed threshold of 0.3, by cubic interpolation between pixel centres. With this 29-point source, the untruncated widths are 127.5 nm for a dense trench and 127.1 nm for the isolated one.

\begin{center}
\begin{tabular}{ccccc}
radius & largest & clear & dense & isolated\\
(nm) & $|\Delta I|$ & field & (nm) & (nm)\\
320 & 0.042 & 0.974 & $+0.1$ & $-0.9$\\
640 & 0.041 & 1.009 & $+1.6$ & $-0.3$\\
1280 & 0.016 & 1.012 & $+0.1$ & $+0.2$\\
2560 & 0.006 & 0.998 & $0.0$ & $0.0$
\end{tabular}
\end{center}

With this 29-point source, doubling the radius from 320 to 640 nm hardly changes the largest intensity error and makes the dense width worse. Agreement of one width at one radius is thus no proof of convergence. The coarse source is largely responsible: with 253 source points, the same doubling lowers the largest error from 0.021 to 0.006 and changes the dense width error from $-2.3$ to $+0.4$ nm. With 113 points the largest error at 640 nm is still 0.014, so this quantity settles more slowly with the source than the untruncated widths do, and the value 0.006 is not shown to be converged. A kernel radius should therefore be chosen with a source converged for the truncation error itself, not from this table. The clear field moves to both sides of 1, as is possible for a tail of alternating sign.

With 12 kernels at 640 nm, the dense width error falls from $+1.6$ to $+0.7$ nm. This is a partial cancellation: by (\ref{loss}), dropping kernels can only lower the intensity, which narrows a bright feature at fixed threshold. It is no evidence that fewer kernels are more accurate.

\section{Against a real exposure}

The wavelength, aperture and source filling are round values in the regime of dry ArF lithography. A 120 nm half-pitch is $120/227=0.53$ in units of $\lambda/\mathrm{NA}$, which is relaxed; demanding layers work at roughly 0.3 to 0.4. Real masks break the thin-mask assumption. As a rough stand-in for absorber thickness, an assumed opaque strip of 4 nm at every clear edge, entered as a transmission lower by $4/20$ for each dark side of an edge pixel, narrows the dense and isolated trenches by 9.5 and 8.8 nm. Spreading the strip over a whole pixel exaggerates its effect: moving the edges themselves by 4 nm narrows the trenches by 8.6 and 8.1 nm. The assumed 20 nm resist blur widens them by 2.7 and 3.0 nm. Vector imaging in a resist of assumed index 1.7, without interface reflections or a radiometric factor, widens them by 1.3 and 1.4 nm. Including an amplitude factor $(\cos\theta)^{-1/2}$, with $\theta$ the ray angle in the resist and the clear field again set to 1, raises both values to about 2.1 nm. A 50 nm focus error in air changes them by $+0.5$ and $-0.9$ nm. Refining the source to 113 points changes them by $+2.2$ and $-0.1$ nm, so the 29-point source leaves an error of about 2 nm in the dense width; going on to 253 points moves the widths by no more than about 0.2 nm, the exact amount depending on the frequency grid. With the finer source, the changes given above for blur, focus and vector imaging (without the amplitude factor) shift by up to about 0.4 nm, and the dense narrowing from moved edges falls from 8.6 to 8.1 nm. Each change is made alone, at fixed threshold, relative to an untruncated image computed on a large periodic frequency grid. That baseline differs from the table's reference by at most 0.008 in intensity. The grid turns the pupil rim into a staircase, which makes the width changes uncertain by about 0.1 nm: with an exact rim, blur gives about 2.8 and 3.1 nm, vector imaging without the amplitude factor 1.3 and 1.5 nm, and the 113-point source $+2.1$ and $-0.2$ nm.

Vector imaging and defocus still give sums of squared convolutions. After truncation to $R$ pixels, their kernels can use the same tiles and the same border. The numerical output below lists most of the values used here.

\section*{Numbers as computed}
\begin{verbatim}
1-D line: [1 0 2 1 3 0 1 2 0 1 1 2 0 3 1 0]  taps: [1 2 3 2 1]
1-D tile (line entries 4 to 11): [3 0 1 2 0 1 1 2]
1-D linear result on tile:   [14 11 10  9  8  9  9 12]
1-D circular result on tile: [15 12 10  9  8  9 12 15]
wavelength 193 nm, NA 0.85, filling 0.6, source points 29
wavelength/NA = 227.1 nm; pixel = 20 nm
field = 220 x 180 pixels = 4.4 x 3.6 um
kernel radius R = 32 pixels = 640 nm; kept kernels = 12
kernel cell-integral error / peak = 1.9e-08
kernel energy share kept = 0.96923
first four squared singular values / their total: [0.6844 0.0986 0.0986 0.0189]
tile 128: core 64 pixels, 12 tiles, max |stitched - direct| = 2.2e-15
tile 150: core 86 pixels, 9 tiles, max |stitched - direct| = 2.4e-15
computed pixels per kept pixel, tile 128 = 4.96
direct image: largest intensity = 1.1681
row 90, column 63: stitched 0.128644, direct 0.128644
row 90, column 64: stitched 0.059473, direct 0.059473
border 31 pixels: max intensity error = 7.17e-04
border 16 pixels: max intensity error = 9.64e-03
border 0 pixels: max intensity error = 4.76e-01
blur radius 4 pixels: error with border R+B = 1.8e-15, with border R = 2.8e-04
dropped kernels: max intensity loss = 0.0048, largest bound = 0.1536
pupil sampled on tile grid: max change, tile 128 to 150 = 0.0660
threshold = 0.3; untruncated widths: dense 127.46 nm, isolated 127.06 nm
radius 320 nm: max dI 0.0416, rms 0.00605, clear field 0.9740, dwidth +0.14, -0.85 nm
radius 640 nm: max dI 0.0414, rms 0.00461, clear field 1.0093, dwidth +1.63, -0.27 nm
radius 1280 nm: max dI 0.0157, rms 0.00191, clear field 1.0118, dwidth +0.13, +0.19 nm
radius 2560 nm: max dI 0.0064, rms 0.00058, clear field 0.9980, dwidth +0.02, +0.02 nm
stitched, 12 kernels: dwidth dense +0.70 nm, isolated -0.35 nm
sum |kernel| within 800 nm = 4.188, within 3200 nm = 8.882; growth 4.693, asymptotic law 4.780
pupil-grid baseline: max difference from untruncated = 0.0084
vector, resist index 1.7: max dI 0.0425, dwidth dense +1.25 nm, isolated +1.43 nm
focus error 50 nm: max dI 0.0377, dwidth dense +0.46 nm, isolated -0.89 nm
resist blur 20 nm: max dI 0.0911, dwidth dense +2.70 nm, isolated +3.03 nm
opaque edge strip 4 nm: max dI 0.1025, dwidth dense -9.54 nm, isolated -8.78 nm
source with 113 points: max dI 0.0344, dwidth dense +2.16 nm, isolated -0.05 nm
\end{verbatim}
